\section*{Pulsed-gradient ratios for HMQC and HSQC, and the pathways they admit}

\section*{Problem}

A proton $I$ is bonded to a $^{13}$C nucleus $S$ with coupling constant $J$. Put $\Delta=1/(2J)$. Two experiments correlate their shifts. A subscript gives the pulse axis, and an echo of length $\Delta$ has simultaneous $180^\circ_x$ pulses on $I$ and $S$ at its centre.
\begin{itemize}
\item HMQC: $90^\circ_x(I)$, delay $\Delta$, $90^\circ_x(S)$, $t_1/2$, $180^\circ_x(I)$, $t_1/2$, $90^\circ_x(S)$, delay $\Delta$, detection of $I$.
\item HSQC: $90^\circ_x(I)$, echo, $90^\circ_y(I)$ and $90^\circ_x(S)$, $t_1/2$, $180^\circ_x(I)$, $t_1/2$, $90^\circ_x(S)$ and $90^\circ_x(I)$, echo, detection of $I$.
\end{itemize}
Field gradients $G_1$ and $G_2$ are applied in the first and second halves of $t_1$, and $G_3$ after the last pulse. All have the same shape and effective duration $\delta$. Let $r=\gamma_H/\gamma_C$.

\begin{enumerate}
\item[(a)] Find the condition for a coherence pathway to be refocused by the three gradients.
\item[(b)] Apply it to the desired pathways of both experiments, for either sign of the carbon coherence order in $t_1$. What signal amplitude remains?
\item[(c)] Which ratio $G_1:G_2:G_3$ serves both experiments with carbon order $+1$? Give it for general $r$ and for $r=4$.
\item[(d)] For $r=4$ and this ratio, list every pathway of a CH pair that is refocused. Which can each experiment produce?
\item[(e)] The true $r$ is not 4. Take as given $\gamma_C/\gamma_H=0.2514502$ and $\gamma_H=2.6752\times10^8$~rad\,s$^{-1}$\,T$^{-1}$. What does the rounded ratio cost for gradients of 0.20, 0.20 and 0.10~T/m lasting 1~ms, with a sample 15~mm long?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write the density operator in terms of $I_\pm=I_x\pm iI_y$ and $S_\pm=S_x\pm iS_y$. Each product acquires a single phase factor under rotation about $z$.
\item Ask which interactions can change a coherence order between two pulses.
\item In HMQC the proton is transverse during $t_1$; in HSQC it is longitudinal. Find what the central $180^\circ$ pulse does in each case.
\item For (d), no carbon pulse separates $G_1$ from $G_2$. Solve for the carbon order first. Then treat ``refocused if present'' and ``produced by the pulses'' as separate questions.
\item For (e), average the leftover phase factor over the sample.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The gradient condition}

Since $[I_z,I_\pm]=\pm I_\pm$, the rotated operator $A(\phi)=e^{-i\phi I_z}I_\pm e^{i\phi I_z}$ obeys
\begin{equation}
\frac{dA}{d\phi}=-i\,e^{-i\phi I_z}[I_z,I_\pm]e^{i\phi I_z}=\mp iA ,
\qquad A(\phi)=e^{\mp i\phi}I_\pm .
\end{equation}
An operator of proton order $p$ and carbon order $q$ therefore acquires $e^{-i(p\phi_I+q\phi_S)}$. For example, $I_+S_-$ has $p=1$, $q=-1$. A gradient $G$ turns the spins at height $z$ through $\phi_I=\gamma_HG\delta z$ and $\phi_S=\gamma_CG\delta z$. The sense of rotation is the same for both nuclei, because both $\gamma$ are positive, so it does not affect the condition below.

Between pulses the Hamiltonian contains offsets and the coupling $2\pi J I_zS_z$. It commutes with $I_z$ and $S_z$, so $p$ and $q$ are conserved. The position of a gradient within its interval is then immaterial, and the phases of successive gradients add. This assumes that molecules keep the same $z$ throughout: diffusion and flow are neglected, as is relaxation.

The signal is proportional to $\mathrm{Tr}(\rho I_+)$, which selects the $I_-$ part of $\rho$, so the last orders are $p=-1$, $q=0$. With orders $(p_1,q_1)$ during $G_1$ and $(p_2,q_2)$ during $G_2$, the total phase vanishes at every $z$ if
\begin{equation}
G_1(rp_1+q_1)+G_2(rp_2+q_2)-rG_3=0 .
\label{cond}
\end{equation}
The common factor $\gamma_C\delta z$ has been divided out.

\subsection*{(b) Desired pathways and their amplitude}

\paragraph{HMQC.} Proton offsets may be omitted here: the proton has $p=+1$ for a time $\Delta+t_1/2$ and then $p=-1$ for an equal time, so its offset phase cancels. The first pulse and the first delay give
\begin{equation}
I_z\to -I_y\to 2I_xS_z ,
\end{equation}
because the coupling takes $I_y$ to $I_y\cos\pi J\Delta-2I_xS_z\sin\pi J\Delta$, and $\pi J\Delta=\pi/2$. The carbon pulse turns $S_z$ into $-S_y$:
\begin{equation}
2I_xS_z\to-2I_xS_y=\frac{i}{2}(I_++I_-)(S_+-S_-) .
\end{equation}
The coupling leaves these products unchanged, since each connects two states with equal $I_zS_z$.

The central pulse reverses $I_y$ and keeps $I_x$, so it exchanges $I_+$ and $I_-$. No proton pulse follows, so $p_2=-1$ is needed for detection, and hence $p_1=+1$. With carbon offset $\Omega_S$, the $q=+1$ part is
\begin{equation}
\frac i2 I_+S_+\to\frac i2 e^{-i\Omega_St_1}I_-S_+ .
\end{equation}
The second carbon pulse takes $S_y$ to $S_z$, so $S_+\to S_x+iS_z$. The $S_x$ part has $q=\pm1$ and is not detected. The rest is $-\tfrac12e^{-i\Omega_St_1}I_-S_z$.

In the last delay $I_-$ is multiplied by $e^{2\pi iJS_z\Delta}=\cos\pi J\Delta+2iS_z\sin\pi J\Delta=2iS_z$. Since $S_z^2=1/4$, the result is
\begin{equation}
-\tfrac12 e^{-i\Omega_St_1}I_-S_z\,(2iS_z)=-\tfrac i4e^{-i\Omega_St_1}I_- .
\end{equation}
A plain $90^\circ$ pulse gives $-I_y=\frac i2(I_+-I_-)$, with coefficient $-i/2$ for $I_-$. The selected amplitude is therefore $1/2$ of the full proton signal.

The $q=-1$ part starts as $-\frac i2I_+S_-$ and meets $S_-\to S_x-iS_z$. The two sign changes cancel, so it has the same coefficient, with $e^{+i\Omega_St_1}$.

\paragraph{HSQC.} The echo removes the offsets and keeps the coupling. Its $180^\circ$ pulses turn $-I_y$ into $I_y$, and the coupling then gives $-2I_xS_z$. The next proton pulse, about $y$, takes $I_x$ to $-I_z$, and the carbon pulse takes $S_z$ to $-S_y$:
\begin{equation}
-2I_xS_z\to2I_zS_z\to-2I_zS_y=iI_z(S_+-S_-) .
\end{equation}
Now $p=0$ throughout $t_1$. The central pulse reverses $I_z$, which refocuses the coupling. The $q=+1$ part, up to its factor $e^{-i\Omega_St_1}$, then follows
\begin{equation}
iI_zS_+\to-iI_zS_+\to I_zS_z\to-I_yS_z\to\tfrac12I_x .
\end{equation}
The second arrow keeps the part $S_+\to iS_z$. In the last, the $180^\circ$ pair leaves $I_yS_z$ unchanged, and the coupling takes $2I_yS_z$ to $-I_x$. The coefficient of $I_-$ is $1/4$, again half the full signal in magnitude.

\paragraph{Conditions.} Substitution of the orders in (\ref{cond}) gives
\begin{align}
\text{HMQC, }q=\pm1:&\quad (r\pm1)G_1-(r\mp1)G_2-rG_3=0, \label{hm}\\
\text{HSQC, }q=\pm1:&\quad \pm(G_1+G_2)-rG_3=0. \label{hs}
\end{align}
Each is one equation for two ratios, so each experiment has a family of solutions. With $r=4$, for instance, $5:3:4$ suits HMQC, since $25-9-16=0$. It fails for HSQC, where $\pm8-16\neq0$.

\subsection*{(c) The common ratio}

Take the upper signs. Equation (\ref{hs}) gives $rG_3=G_1+G_2$, and (\ref{hm}) becomes
\begin{equation}
(r+1)G_1-(r-1)G_2-G_1-G_2=r(G_1-G_2)=0 .
\end{equation}
Hence $G_1=G_2$ and $rG_3=2G_1$:
\begin{equation}
G_1:G_2:G_3=\frac r2:\frac r2:1,
\qquad\text{or } 2:2:1\text{ for }r=4 .
\end{equation}
In HMQC the proton phases from equal gradients cancel across the $180^\circ$ pulse; in HSQC there is no proton phase in $t_1$. Either way the carbon phase alone remains to be undone by $G_3$, which explains why one ratio can serve both.

Changing the sign of $G_3$ satisfies the lower-sign equations and selects $q=-1$. The two recordings carry $e^{-i\Omega_St_1}$ and $e^{+i\Omega_St_1}$. Each is phase modulated, so either one alone fixes the sign of $\Omega_S$; their sum and difference give signals modulated purely as $\cos\Omega_St_1$ and $\sin\Omega_St_1$.

\subsection*{(d) What else is refocused}

Put $r=4$ and $2:2:1$ in (\ref{cond}), with $q_1=q_2=q$ and $P=p_1+p_2$:
\begin{equation}
8P+4q-4=0\quad\Longrightarrow\quad q=1-2P .
\label{survive}
\end{equation}
One carbon has $|q|\le1$. Thus $P=0$ requires $q=+1$, $P=1$ requires $q=-1$, and any other integer $P$ gives $|q|\ge3$. A CH pair has $|p|\le1$, which leaves five pathways $(p_1,q_1)\to(p_2,q_2)$:
\begin{enumerate}
\item[A.] $(1,1)\to(-1,1)$, desired in HMQC and unwanted in HSQC;
\item[B.] $(0,1)\to(0,1)$, desired in HSQC;
\item[C.] $(-1,1)\to(1,1)$, unwanted;
\item[D.] $(0,-1)\to(1,-1)$, unwanted;
\item[E.] $(1,-1)\to(0,-1)$, unwanted.
\end{enumerate}

\paragraph{HMQC.} Of these, A alone can be produced from equilibrium. No proton pulse follows the central one, so $p_2=-1$, and A is the one entry with that value. This argument does not use the flip angles, so it holds for miscalibrated pulses too.

\paragraph{HSQC.} Ideal pulses produce B alone, as the operator chain in (b) shows. Flip-angle errors open the others. If the $90^\circ_y$ pulse has angle $\beta$, then $I_x\to I_x\cos\beta-I_z\sin\beta$. The $I_x$ remainder becomes multiple-quantum coherence, with $p=\pm1$, at the next carbon pulse. This feeds A and C. If the central pulse has angle $\beta'$, then
\begin{align}
I_z&\to I_z\cos\beta'-I_y\sin\beta',\\
I_+&\to\tfrac{1+\cos\beta'}2I_++\tfrac{1-\cos\beta'}2I_-+iI_z\sin\beta' .
\end{align}
The $\sin\beta'$ terms change $p$ from 0 to 1, which opens D, and from 1 to 0, which opens E. Pathway E therefore needs two faults: an earlier one that leaves $p_1=1$, and the error in the central pulse. Later proton pulses can bring all of these to $p=-1$.

For a model with $J=140$~Hz, $t_1=3.0$~ms and offsets of 40~Hz ($I$) and 130~Hz ($S$), the density matrix was propagated numerically. All proton flip angles were multiplied by 0.85 and all carbon flip angles by 0.90. The part of the signal belonging to each pathway was obtained by keeping only its orders at $G_1$ and $G_2$. In units of the full proton signal, the HSQC magnitudes are
\begin{center}
\begin{tabular}{ccccc}
A & B & C & D & E\\ \hline
0.036 & 0.312 & 0.103 & 0.101 & 0.023
\end{tabular}
\end{center}
These contributions have different phases, so their magnitudes do not simply add. The desired one has fallen from 0.5 to 0.312, and C and D each reach about a third of it. These errors are deliberately large. In HMQC with the same errors, A has magnitude 0.448 and no other pathway is refocused.

\paragraph{Signals with no proton--carbon transfer.} A proton on $^{12}$C has $q=0$. Equation (\ref{survive}) would then require $P=1/2$, which is impossible for integer orders, so this signal is never refocused.

Magnetization that starts on carbon is a different matter. In HMQC it has $p_1=0$, since no proton operator is present for the proton pulses to act on before $G_1$. With $p_2=-1$ this gives $P=-1$, which would need $q=3$, so it is rejected. In HSQC it can have the orders of B, and gradients cannot then distinguish it from the desired signal. Ideal pulses do not convert it: the coupling is refocused in $t_1$, so no proton operator is present to be made transverse. With the pulse errors above, its part in pathway B is 0.007 of the full proton signal, allowing for the smaller equilibrium polarization of carbon. It also enters the other four refocused pathways, most strongly D, where its part is 0.024.

\subsection*{(e) The cost of rounding $r$}

Let $G_0=0.10$~T/m and $g_k=G_k/G_0$. The leftover weight of a pathway with constant $q$ in $t_1$ is
\begin{equation}
w=g_1(rp_1+q)+g_2(rp_2+q)-rg_3 .
\end{equation}
For a uniformly filled sample of length $L$, the fraction kept is
\begin{equation}
\frac1L\int_{-L/2}^{L/2}e^{-iw\gamma_CG_0\delta z}\,dz
=\frac{\sin(w\Theta/2)}{w\Theta/2},
\qquad \Theta=\gamma_CG_0\delta L .
\label{sinc}
\end{equation}
The given values yield $r=3.9769$ and $\gamma_C=6.727\times10^7$~rad\,s$^{-1}$\,T$^{-1}$. Hence
\begin{equation}
\Theta=(6.727\times10^7)(0.10)(1.0\times10^{-3})(0.015)=100.9\ \text{rad}.
\end{equation}

At $2:2:1$, $w=2rP+4q-r$. Pathways with $P=0$, $q=1$ have $w=4-r=0.0231$; those with $P=1$, $q=-1$ have $w=r-4$. All five are therefore reduced equally. The phase spread is $(4-r)\Theta=2.33$~rad, and (\ref{sinc}) gives
\begin{equation}
\frac{\sin1.164}{1.164}=0.789 .
\end{equation}
Rounding has cost about a fifth of the desired signal. The last two figures hold only for the assumed ratio: chemical shielding can alter the effective ratio by about two parts in $10^4$, which moves $4-r$ by about $0.0008$ and the fraction kept by about $0.01$. The loss grows with $G_0\delta L$ up to the first zero of (\ref{sinc}), at about 2.7 times the present value, and it is negligible for sufficiently weak or short gradients.

The cure is to set $g_3=4/r$, that is $G_3=0.1006$~T/m. Then $w=2rP+4q-4$. The desired pathways have $w=0$ and are fully restored, and so are the unwanted ones with $P=0$. For D and E, $w=2r-8=-2(4-r)$, twice the former magnitude, and the fraction kept falls to $\sin(2.328)/2.328=0.312$. The exact ratio thus also weakens two of the accidental survivors.

The same formula limits the suppression of $^{12}$C-bound protons. In ideal HMQC they follow $p=+1\to-1$ with full amplitude, and the corrected ratio gives $w=-rg_3=-4$. As $|\sin x|\le1$, the fraction left is at most
\begin{equation}
\frac{2}{4\Theta}=\frac{2}{403.6}=0.0050 .
\end{equation}
With 99 such protons for each one on $^{13}$C, the unwanted signal is bounded by $99(0.00496)/0.5=0.98$ of the selected one. This is an upper bound for a sample with sharp edges, not a prediction. It is, however, easily approached: the argument of the sine is $2\Theta\approx202$~rad, so a change of $G_0\delta L$ by less than 1\% brings $|\sin x|$ to 1. These gradients alone therefore do not guarantee a clean spectrum. In HMQC a second scan with the first carbon pulse about $-x$ helps (in HSQC the pulse to invert is the $90^\circ$ carbon pulse before $t_1$, not the $180^\circ$ pulse of the echo): it reverses the $^{13}$C-mediated signal and leaves the $^{12}$C one unchanged, so subtraction removes the latter.

\section*{Variation 1: opposite carbon orders}

\emph{With $r=4$, may one gradient ratio serve both experiments if they select opposite signs of $q$?}

Let HMQC select $q=+1$ and HSQC $q=-1$. Equation (\ref{hs}) gives $4G_3=-(G_1+G_2)$, and (\ref{hm}) becomes
\begin{equation}
5G_1-3G_2+G_1+G_2=6G_1-2G_2=0 .
\end{equation}
So $G_2=3G_1$ and $G_3=-G_1$, or $1:3:-1$. In the reverse case $4G_3=G_1+G_2$, and
\begin{equation}
3G_1-5G_2-G_1-G_2=2G_1-6G_2=0 ,
\end{equation}
which gives $3:1:1$. Both ratios work, but the carbon frequency axis of one experiment must be reversed relative to the other during processing.

\section*{Variation 2: a CH$_2$ group}

\emph{Which pathways does $2:2:1$ refocus when two mutually coupled protons share the carbon, and does HMQC remain selective?}

Let $p$ now be the total proton order, with $|p|\le2$. Condition (\ref{survive}) is unchanged. For $P=0$, $q=+1$, $p_1$ runs from $-2$ to $2$: five pathways. For $P=1$, $q=-1$, the pairs $(p_1,p_2)$ are $(-1,2)$, $(0,1)$, $(1,0)$ and $(2,-1)$: four more. The total is nine. For $n$ protons the same count gives $(2n+1)+2n=4n+1$.

In HMQC, $p_2=-1$ leaves two candidates: the desired one, and $p_1=2$ with $q=-1$. The second needs proton double-quantum coherence before $t_1$. Equilibrium magnetization is a sum of single-spin operators $I_{kz}$, and one pulse rotates each into components with $p=0,\pm1$. The proton--proton coupling conserves total $p$, so $p_1=2$ is not reached, and HMQC keeps one pathway. The argument fails if coherence left from an earlier scan is present at the start, or if another proton pulse is added before $t_1$.

HSQC has several proton pulses before $t_1$. In the numerical model above, extended to two protons with offsets of 40 and 95~Hz and a mutual coupling of $-12$~Hz, all nine pathways are populated when the pulses are miscalibrated, although four of them carry less than 0.001 of the full proton signal. Pulse errors are not the only source: with ideal pulses the proton--proton coupling already feeds the four unwanted pathways with $P=0$, each below 0.001 in this model. These small values depend on the offsets. With the second proton at 840~Hz, the two pathways with $p_1=\pm2$, $p_2=\mp2$ each carry 0.004 even for ideal pulses.

Numbers in the example were calculated in double precision.
